# Coulomb cusps of the electron pair density for opposite and parallel spins

## The result

Let \(u\) be the distance between two nonrelativistic point-charge electrons, which repel with energy \(e^2/u\) in Gaussian units, and let \(a_0=\hbar^2/(me^2)\) be the Bohr radius. Averaged over the direction of the separation, the pair densities of an eigenstate behave at small \(u\) as

\[
g_{\uparrow\downarrow}(u)=g_{\uparrow\downarrow}(0)\left(1+\frac{u}{a_0}\right)+O(u^2),
\qquad
g_{\uparrow\uparrow}(u)=C\,u^2\left(1+\frac{u}{2a_0}\right)+O(u^4).
\]

The numbers \(g_{\uparrow\downarrow}(0)\) and \(C\) depend on the state; the two slopes in brackets do not. Parallel-spin pairs start at \(u^2\), so the sum over spins has the slope of its opposite-spin part:

\[
g'(0)=\frac{g(0)}{a_0}.
\]

This is the Kimball condition. It reads \(g'(0)=g(0)\) when \(u\) is measured in bohr, and the parallel-spin law is then \(u^2(1+u/2)\). In other units of length the factor must be kept: with a unit of length \(r_sa_0\), where \(r_s\) is a pure number, and \(x=u/(r_sa_0)\), the chain rule gives \(dg/dx=r_s\,g\) at \(x=0\).

## The equation for a close pair

The electrons are nonrelativistic point charges in an external potential. For chosen spins \(\sigma,\sigma'\) of electrons 1 and 2, the pair density is

\[
n_2^{\sigma\sigma'}(\mathbf r_1,\mathbf r_2)=N(N-1)\int|\Psi(\mathbf r_1\sigma,\mathbf r_2\sigma',X)|^2\,dX ,
\]

where \(X\) denotes the positions and spins of the other electrons, and the integral includes the sum over those spins. Introduce

\[
\mathbf u=\mathbf r_2-\mathbf r_1,\qquad \mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2).
\]

The function \(g_{\sigma\sigma'}(u)\) is \(n_2^{\sigma\sigma'}\) averaged over the direction of \(\mathbf u\), either at a fixed \(\mathbf R\) that is not the position of a nucleus, or integrated over \(\mathbf R\). With \(\mathbf R\) exactly at a nucleus of charge \(Ze\), each electron is at distance \(u/2\) from it. The attraction \(-4Ze^2/u\) is then as singular as the repulsion, and the laws above do not apply. A constant normalization factor does not affect the slopes.

The chain rule gives \(\nabla_1=\tfrac12\nabla_R-\nabla_u\) and \(\nabla_2=\tfrac12\nabla_R+\nabla_u\). In the sum of squares the cross terms cancel, so \(\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_u^2\), and the pair's kinetic energy is

\[
-\frac{\hbar^2}{2m}(\nabla_1^2+\nabla_2^2)=-\frac{\hbar^2}{m}\nabla_u^2-\frac{\hbar^2}{4m}\nabla_R^2 .
\]

The relative motion has \(\hbar^2/m\) instead of \(\hbar^2/2m\) because the reduced mass is \(m/2\). Collect everything except the relative kinetic energy and the pair's own repulsion in

\[
Q=\Big(E-V_{\rm rest}+\frac{\hbar^2}{4m}\nabla_R^2+\sum_{k\ge3}\frac{\hbar^2}{2m}\nabla_k^2\Big)\Psi .
\]

The Schrödinger equation is then \(-(\hbar^2/m)\nabla_u^2\Psi+(e^2/u)\Psi=Q\). Multiplying by \(-m/\hbar^2\) and using \(me^2/\hbar^2=1/a_0\),

\[
\nabla_u^2\Psi=\frac{\Psi}{a_0u}-\frac{m}{\hbar^2}Q. \tag{1}
\]

For now \(\mathbf R\) and \(X\) are held fixed, with the pair away from nuclei and from other electrons. There \(V_{\rm rest}\) is bounded as \(u\to0\), and \(Q\) is taken to be bounded too. The one singular coefficient in (1) is \(1/u\).

For parallel spins, exchanging the two positions changes the sign of \(\Psi\). The exchange leaves \(\mathbf R\) fixed and sends \(\mathbf u\) to \(-\mathbf u\), so \(\Psi\) is odd in \(\mathbf u\). For opposite spins at fixed spin labels there is no such restriction.

## First derivation: matching powers of the separation

Assume that near coalescence

\[
\Psi=P_0+P_1+P_2+\dots ,
\]

where \(P_n\) is homogeneous of degree \(n\) in \(\mathbf u\): it is \(u^n\) times a function of direction, with coefficients depending on \(\mathbf R\) and \(X\). Assume also that the series may be differentiated term by term. The Laplacian lowers the degree by two, division by \(u\) lowers it by one, and \(Q\) begins at no lower degree than \(\Psi\).

### Opposite spins

The terms of degree \(-2\) in (1) give \(\nabla_u^2P_0=0\). Since \(P_0\) depends on direction alone, this says that its angular Laplacian vanishes. The eigenvalues of that operator are \(-l(l+1)\), so only \(l=0\) survives and \(P_0=A\), independent of \(\mathbf u\).

The terms of degree \(-1\) give

\[
\nabla_u^2P_1=\frac{A}{a_0u}.
\]

For a function of \(u\) alone, \(\nabla_u^2f=f''+2f'/u\), hence \(\nabla_u^2u=2/u\). A particular solution is therefore \(Au/(2a_0)\). To it may be added a solution of Laplace's equation of degree one. Such a function \(uY\) requires \(l(l+1)=2\), so \(l=1\) and the function is \(\mathbf u\cdot\mathbf w\) with a constant vector \(\mathbf w\). Thus

\[
\Psi=A\left(1+\frac{u}{2a_0}\right)+\mathbf u\cdot\mathbf w+O(u^2). \tag{2}
\]

Squaring gives

\[
|\Psi|^2=|A|^2\left(1+\frac{u}{a_0}\right)+2\,{\rm Re}(A^*\,\mathbf u\cdot\mathbf w)+O(u^2).
\]

The middle term is odd in \(\mathbf u\) and disappears in the average over directions. What remains is the opposite-spin law. The factor \(1/2\) in the amplitude has become \(1\) because the density is quadratic in the amplitude.

### Parallel spins

Now \(\Psi\) is odd, so \(P_0=0\). The series starts with \(P_1\), which satisfies \(\nabla_u^2P_1=0\) and is therefore \(\mathbf u\cdot\mathbf w\). At degree zero, \(Q\) does not contribute, since it now begins at degree one or higher. Equation (1) gives

\[
\nabla_u^2P_2=\frac{\mathbf u\cdot\mathbf w}{a_0u}.
\]

Try \(P_2=\gamma\,u\,(\mathbf u\cdot\mathbf w)\). The product rule, with \(\nabla_u u=\mathbf u/u\) and \(\nabla_u(\mathbf u\cdot\mathbf w)=\mathbf w\), gives

\[
\nabla_u^2\big[u(\mathbf u\cdot\mathbf w)\big]
=\frac2u(\mathbf u\cdot\mathbf w)+2\,\frac{\mathbf u\cdot\mathbf w}{u}+0
=\frac{4\,\mathbf u\cdot\mathbf w}{u},
\]

so \(\gamma=1/(4a_0)\). A degree-two solution of Laplace's equation has \(l=2\) and is even in \(\mathbf u\), so antisymmetry forbids adding one. Hence

\[
\Psi=(\mathbf u\cdot\mathbf w)\left(1+\frac{u}{4a_0}\right)+O(u^3),
\]

\[
|\Psi|^2=|\mathbf u\cdot\mathbf w|^2\left(1+\frac{u}{2a_0}\right)+O(u^4). \tag{3}
\]

The directional average of \(|\mathbf u\cdot\mathbf w|^2\) is \(u^2|\mathbf w|^2/3\), which gives the parallel-spin law. The slope is half that for opposite spins because the Laplacian of the correction yields a factor 4 where it was 2. The extra 2 is the cross term of the product rule, present because the leading term is linear in \(\mathbf u\) instead of constant.

## Second derivation: flux through a small sphere

This route replaces the full series by bounds and, for parallel spins, an assumed leading term. Write \(\langle F\rangle\) for the average of \(F\) over the sphere \(|\mathbf u|=u\), and integrate (1) over the ball inside that sphere. Primes on \(u\) mark the integration variable.

### Opposite spins

Assume that \(Q\) is bounded and that \(\Psi\) changes by at most a constant times \(u\) over a distance \(u\). Let \(f(u)=\langle\Psi\rangle\). By the divergence theorem the integral of \(\nabla_u^2\Psi\) over the ball is the flux of the gradient through its surface, \(4\pi u^2f'(u)\). The origin adds nothing, because a bounded gradient has vanishing flux through a vanishing sphere. Equation (1) becomes, after division by \(4\pi\),

\[
u^2f'(u)=\int_0^u u'^2\left[\frac{f(u')}{a_0u'}-\frac{m}{\hbar^2}\langle Q\rangle\right]du' .
\]

Insert \(f(u')=f(0)+O(u')\). The repulsion term gives \(f(0)u^2/(2a_0)+O(u^3)\), and the bounded \(Q\) gives \(O(u^3)\). Dividing by \(u^2\) and integrating once,

\[
f'(u)=\frac{f(0)}{2a_0}+O(u),\qquad f(u)=f(0)\left(1+\frac{u}{2a_0}\right)+O(u^2).
\]

The density requires the average of the square, not the square of the average. Write \(\Psi=f+\delta\) with \(\langle\delta\rangle=0\). The cross term vanishes, so

\[
\langle|\Psi|^2\rangle=|f|^2+\langle|\delta|^2\rangle .
\]

Since \(\delta=O(u)\), its square is \(O(u^2)\), and \(|f|^2\) gives the slope \(1/a_0\).

The same integral shows what happens when the repulsion is softened. If \(e^2/u\) is replaced by a bounded potential, the whole right-hand side is \(O(u^3)\), and \(f'(0)=0\). The cusp belongs to the point-charge singularity.

### Parallel spins

Here \(\langle\Psi\rangle=0\), and the information sits in the \(l=1\) part. Assume \(\Psi=\mathbf u\cdot\mathbf w+O(u^2)\). Because \(Q\) is built from \(\Psi\) by operations unchanged under exchange, it is odd as well; assume \(|Q|\le Ku\) with some constant \(K\). Define \(\mathbf v(u)\) through

\[
\langle\hat u_i\Psi\rangle=\tfrac13u\,v_i(u),
\]

so that \(\mathbf v(0)=\mathbf w\), because \(\langle\hat u_i\hat u_j\rangle=\delta_{ij}/3\).

Green's theorem with the function \(u_i\), for which \(\nabla_u^2u_i=0\), equates the integral of \(u_i\nabla_u^2\Psi\) over the ball to the surface integral of \(u_i\partial_u\Psi-\hat u_i\Psi\). The surface integral is

\[
4\pi u^2\left[u\,\frac{d}{du}\Big(\frac{uv_i}{3}\Big)-\frac{uv_i}{3}\right]=\frac{4\pi}{3}u^4v_i'(u).
\]

In the volume integral, the repulsion contributes

\[
\int_0^u4\pi u'^2\;\frac{u'}{a_0u'}\;\frac{u'v_i(u')}{3}\,du'=\frac{4\pi}{3a_0}\int_0^uu'^3v_i(u')\,du' ,
\]

while \(|u_i'Q|\le Ku'^2\) makes the remainder \(O(u^5)\). Therefore

\[
u^4v_i'(u)=\frac1{a_0}\int_0^uu'^3v_i(u')\,du'+O(u^5).
\]

Since \(v_i\) is bounded, this makes \(v_i'\) bounded, and so \(v_i(u')=w_i+O(u')\). The integral is then \(w_iu^4/4+O(u^5)\), and

\[
v_i(u)=w_i\left(1+\frac{u}{4a_0}\right)+O(u^2).
\]

Finally write \(\Psi=\mathbf u\cdot\mathbf v(u)+\delta\), where \(\delta\) has no \(l=1\) part and is \(O(u^2)\). The cross term averages to zero, so \(\langle|\Psi|^2\rangle=u^2|\mathbf v|^2/3+O(u^4)\), which again contains \(u^2(1+u/2a_0)\).

## From a fixed pair position to the pair density

**Fixed reference electron.** If \(\mathbf r_1\) is held fixed instead of \(\mathbf R\), at a point that is not the position of a nucleus, then \(\mathbf R=\mathbf r_1+\mathbf u/2\) moves with \(\mathbf u\). To first order this multiplies or shifts the leading density by a term linear in the vector \(\mathbf u\). For opposite spins the extra term is odd; for parallel spins it is cubic and odd. Both vanish in the directional average. The same holds if the pair density is divided by a smooth \(n(\mathbf r_2)\). Along a single direction, however, the slope can change. With \(\mathbf r_1\) exactly at a nucleus, electron 2 is at distance \(u\) from it. The attraction \(-Ze^2/u\) is then as singular as the repulsion, and the laws do not apply.

Two electrons in a harmonic trap show by how much. In units of hartree and bohr, take the relative function \(u^lp\,e^{-\omega u^2/4}\) times a spherical harmonic, with \(p=1+bu\). Its relative equation, \(-\nabla_u^2\phi+\phi/u+\tfrac14\omega^2u^2\phi=\varepsilon\phi\), reduces to

\[
-p''-\Big(\frac{2(l+1)}u-\omega u\Big)p'+\Big[\omega(l+\tfrac32)-\varepsilon\Big]p+\frac pu=0 .
\]

The powers \(u^{-1}\), \(u^0\) and \(u^1\) require in turn

\[
b=\frac1{2(l+1)},\qquad \varepsilon=\omega(l+\tfrac32)+b,\qquad \varepsilon=\omega(l+\tfrac52),
\]

so \(\omega=b\). For \(l=0\) this means \(\omega=0.5\) and \(\varepsilon=1.25\) hartree; for \(l=1\), \(\omega=0.25\) and \(\varepsilon=0.875\) hartree.

With the centre of mass in its ground state \(e^{-\omega R^2}\), the identity \(R^2+u^2/4=(r_1^2+r_2^2)/2\) turns the Gaussians into \(e^{-\omega(r_1^2+r_2^2)/2}\). Put electron 1 at 1 bohr from the centre. Moving electron 2 outward gives \(r_2^2=1+2u+u^2\), so the density factor \(e^{-\omega r_2^2}\) adds \(-2\omega\) to the slope; moving inward adds \(+2\omega\). For \(l=0\) the slopes are \(1-1=0\) and \(1+1=2\) per bohr, with directional average 1. For \(l=1\), oriented along this line and with \(u^2\) removed, they are 0 and 1, with average 0.5.

**Other electrons and nuclei.** Integrating over \(X\) and \(\mathbf R\) includes places where a third particle is at a small distance \(s\) from the pair. There \(Q\) grows as \(\Psi/s\), in units set by \(e^2\) and the nuclear charge, which produces relative corrections of order \(u^2/(a_0s)\). The volume element \(s^2ds\) makes their integral finite, so they stay two powers of \(u\) above the leading term. The region \(s\lesssim u\) has volume of order \(u^3\). With \(|\Psi|^2\) bounded for opposite spins and of order \(u^2\) for parallel spins, it contributes \(O(u^3)\) and \(O(u^5)\). Neither changes the stated coefficients. This is a power-counting argument, not a proof of regularity.

## Worked example: the helium atom

The two laws can be examined in helium with a fixed point nucleus, without relativity. The singlet ground state holds an opposite-spin pair; the lowest triplet with \(M_S=1\) holds a parallel-spin pair. The trial functions are \(e^{-\alpha(r_1+r_2)}\) times polynomials in \(r_1+r_2\), \(r_1-r_2\) and \(u\), with free coefficients and no imposed cusp; unless stated otherwise \(\alpha=2.4\) bohr\(^{-1}\) for the singlet and \(1.1\) bohr\(^{-1}\) for the triplet. Here \(g\) is integrated over \(\mathbf R\) and normalized to one pair, \(\int4\pi u^2g\,du=1\).

| Polynomial degree | Singlet slope (1/bohr) | Triplet slope (1/bohr) |
|---|---|---|
| 6 | 0.981 | 0.513 |
| 10 | 0.994 | 0.496 |
| 14 | 0.998 | 0.498 |

The expected values are 1 and 0.5. At degree 14 the deviations relative to them are 0.2% and 0.3%. These deviations depend on the exponent: at degree 14 the singlet slope is 0.994 for \(\alpha=1.8\) and the triplet slope is 0.506 for \(\alpha=1.4\), while degree 17 with \(\alpha=2.9\) gives a singlet slope of 0.999. The singlet energy, \(-2.903724\) hartree, changes by less than \(10^{-6}\) hartree between degrees 10 and 14, while the slope still moves by 0.003 per bohr. A variational function satisfies (1) approximately, and a good energy does not by itself guarantee a good cusp.

In conventional units the two slopes are \(1/a_0=1.8897\ \text{Å}^{-1}\) and \(1/(2a_0)=0.9449\ \text{Å}^{-1}\).

At degree 14 the singlet trial function has \(g(0)=0.10635\) bohr\(^{-3}\). Degree 17 with \(\alpha=2.9\) gives the same digits, and degree 14 with \(\alpha=1.8\) gives 0.10638. At \(u=0.1\) bohr the linear law gives \(0.10635\times1.1=0.1170\), against a computed 0.1142, which is 2.4% below the law. At 0.5 bohr the law gives 0.160 and the computed density is 0.099, already less than \(g(0)\). The initial rise is real but short, and the terms of order \(u^2\) and above soon outweigh it.

At degree 14 the triplet trial function has \(C=7.455\times10^{-4}\) bohr\(^{-5}\). Other exponents of equal quality in the energy move \(C\) between \(7.449\times10^{-4}\) and \(7.456\times10^{-4}\), and the density at 0.1 bohr between \(7.810\times10^{-6}\) and \(7.812\times10^{-6}\), so the fourth digit belongs to this basis. At \(u=0.1\) bohr,

\[
Cu^2\Big(1+\frac u2\Big)=7.455\times10^{-4}\times0.01\times1.05=7.828\times10^{-6}\ \text{bohr}^{-3},
\]

against a computed \(7.812\times10^{-6}\), which is 0.2% below the law. Without the factor 1.05 the estimate would be \(7.455\times10^{-6}\), nearly 5% below the computed value. At 0.5 bohr the computed density is 5% below the law, and at 1 bohr 23% below.

Multiplying the repulsion by \(\lambda\) replaces \(1/a_0\) by \(\lambda/a_0\) in (1), so the slope should scale with \(\lambda\). For the singlet at degree 10 the computed slopes are 0.000 for \(\lambda=0\) and 0.497 for \(\lambda=0.5\); the second value moves between 0.493 and 0.499 with the exponent and degree.

## What each derivation assumes

Both derivations need equation (1): a nonrelativistic eigenstate, a point-charge repulsion, and a remainder \(Q\) that stays bounded when the pair alone coalesces. Both need antisymmetry for the parallel-spin law. They differ in what they demand of the wavefunction and in what they return.

The matching of powers assumes that \(\Psi\) has an expansion in homogeneous terms and that it can be differentiated term by term. In return it gives the wavefunction direction by direction. Equation (2) displays the anisotropic term that the average removes, and (3) shows that at fixed \(\mathbf R\) the parallel-spin factor \(1+u/2a_0\) holds along each direction in which \(\mathbf u\cdot\mathbf w\ne0\).

The flux argument replaces the series by bounds. For opposite spins it needs a bounded \(Q\) and a bounded rate of change of \(\Psi\); the existence of the linear term in \(f\) is then a conclusion. For parallel spins it needs the leading form \(\mathbf u\cdot\mathbf w\) with an \(O(u^2)\) remainder, and \(Q=O(u)\). It returns averages alone and says nothing about individual directions.

Neither derivation fixes \(g(0)\) or \(C\), and a relation becomes empty when its leading coefficient vanishes. In a two-electron triplet with \(M_S=0\), for example, the spins are opposite but the spatial function is odd. Then \(A=0\), and the opposite-spin density follows the \(u^2(1+u/2a_0)\) law.

A single determinant of smooth orbitals lies outside both derivations, because it does not satisfy (1) with the \(1/u\) repulsion. Its pair density is a smooth function of \(\mathbf u\), whose directional average has no odd powers of \(u\). The opposite-spin slope is therefore zero, and the parallel-spin density has no \(u^3\) term. Orbitals with a cusp at a point nucleus are not smooth, and integration over \(\mathbf R\) can then bring in odd powers at higher order: a hydrogenic \(1s^2\) determinant has a \(u^5\) term. Its slope at \(u=0\) is still zero, and a parallel-spin hydrogenic \(1s2s\) determinant still has no \(u^3\) term. In such a mean-field description both cusps are missing, even where exchange gives the correct leading \(u^2\) for parallel spins.

## Computed values

```
Bohr radius a0: 0.529177 angstrom
opposite-spin slope 1/a0: 1.889726 1/angstrom
same-spin slope 1/(2 a0): 0.944863 1/angstrom
trap omega=1.0 hartree/hbar, l=0: slope 1.00012 1/bohr
trap omega=1.0 hartree/hbar, l=1: slope 0.50007 1/bohr
trap omega=2.0 hartree/hbar, l=0: slope 0.99926 1/bohr
trap omega=2.0 hartree/hbar, l=1: slope 0.49923 1/bohr
closed trap state l=0: omega 0.500 hartree/hbar, relative energy 1.250 hartree
closed trap state l=1: omega 0.250 hartree/hbar, relative energy 0.875 hartree
fixed electron distance from trap centre: 1.0 bohr
fixed electron, l=0: outward 0.0000, inward 2.0000, average 1.0000 1/bohr
fixed electron, l=1: outward 0.0000, inward 1.0000, average 0.5000 1/bohr
He singlet: alpha 2.4 1/bohr
He singlet degree 6, 50 functions: energy -2.9037228 hartree, slope 0.98059 1/bohr
He singlet degree 10, 161 functions: energy -2.9037244 hartree, slope 0.99415 1/bohr
He singlet degree 14, 372 functions: energy -2.9037244 hartree, slope 0.99755 1/bohr
He singlet g(0): 0.10635 bohr^-3; norm 1.000000
He singlet u=0.1 bohr: density 0.11422, short-range law 0.11699 bohr^-3
He singlet u=0.5 bohr: density 0.09895, short-range law 0.15953 bohr^-3
He singlet u=1.0 bohr: density 0.049133, short-range law 0.21271 bohr^-3
He triplet: alpha 1.1 1/bohr
He triplet degree 6, 34 functions: energy -2.1745729 hartree, slope 0.51343 1/bohr
He triplet degree 10, 125 functions: energy -2.1752289 hartree, slope 0.49646 1/bohr
He triplet degree 14, 308 functions: energy -2.1752294 hartree, slope 0.49831 1/bohr
He triplet C: 0.00074551 bohr^-5; norm 1.000000
He triplet u=0.1 bohr: density 7.8122e-06, short-range law 7.8279e-06 bohr^-3
He triplet u=0.5 bohr: density 0.00022041, short-range law 0.00023297 bohr^-3
He triplet u=1.0 bohr: density 0.00086648, short-range law 0.0011183 bohr^-3
He singlet, repulsion factor 0.0: slope 0.00000 1/bohr
He singlet, repulsion factor 0.5: slope 0.49658 1/bohr
```
